# Porosity needed to lower a dielectric constant from 2.7 to 2.2

## Problem

The insulator between the metal lines of a chip has relative permittivity $e_m=2.7$. Its permittivity is to be lowered to $e=2.2$ by introducing small, empty, spherical voids. Let $f$ be the porosity, the fraction of the total volume occupied by voids.

(a) Estimate the required porosity from the amount of polarizable material removed.

(b) Derive the Maxwell-Garnett relation between $e$ and $f$, and find the required porosity from it.

(c) Explain the difference between the two answers, and determine how much the shape of the voids matters.

The fields are static, and the voids are much smaller than the spacing of the lines, so that the porous insulator acts as a uniform medium. The voids do not overlap, and their arrangement is isotropic or cubic, so that a single number $e$ describes the response in every direction. The solid between them keeps its permittivity of 2.7. All permittivities are relative, the void has permittivity 1, and $D$ is measured in units of the vacuum permittivity times the electric field, so that $D=E$ in a void and $D=e_mE$ in the solid.

## First estimate by scaling

The excess of the permittivity over 1 comes from the polarization of matter. If a fraction $f$ of the matter is removed, and the rest is polarized as strongly as before for a given average field, this excess falls in proportion to the remaining volume:

$$
e-1\approx(1-f)(e_m-1).
$$

Expanding the right side gives $e-1\approx e_m-1-f(e_m-1)$, hence

$$
f\approx\frac{e_m-e}{e_m-1}=\frac{2.7-2.2}{2.7-1}=\frac{0.5}{1.7}=0.294 .
$$

The estimate is therefore 29 percent. It assumes that the field in the remaining solid equals the average field. The full solution has to find out how the field divides between solid and void.

## Solution

### The effective permittivity as a ratio of averages

Let the average field point along $z$, and let $E_v$ and $E_m$ be the averages of the $z$ component of the field over the voids and over the solid. Weighting each phase by its volume gives

$$
\langle E\rangle=fE_v+(1-f)E_m,\qquad
\langle D\rangle=fE_v+(1-f)e_mE_m .
$$

The effective permittivity is defined by $\langle D\rangle=e\langle E\rangle$, so

$$
e=\frac{fE_v+(1-f)e_mE_m}{fE_v+(1-f)E_m}. \tag{1}
$$

No approximation has been made so far. The geometry enters through $f$ and the ratio $E_v/E_m$.

### One spherical void in a uniform field

Place one void of radius $a$ in an unlimited solid, in which the field far away is $E_0$ along $z$. There is no free charge, so the potential satisfies Laplace's equation in each region. The applied potential is $-E_0r\cos\theta$, with $\theta$ measured from the $z$ axis. The solutions with this angular dependence vary as $r$ and as $1/r^2$. The second is excluded inside, where it would diverge at the centre. We therefore try

$$
\phi_{\rm in}=-Ar\cos\theta,\qquad
\phi_{\rm out}=\left(-E_0r+\frac{B}{r^2}\right)\cos\theta .
$$

Continuity of the potential at $r=a$ requires $-Aa=-E_0a+B/a^2$, or

$$
A=E_0-\frac{B}{a^3}. \tag{2}
$$

The normal component of $D$ is $-\partial\phi/\partial r$ times the permittivity. Inside it is $A\cos\theta$. Outside, differentiating $B/r^2$ gives $-2B/r^3$, and the leading minus sign makes this positive. Continuity therefore requires

$$
A=e_m\left(E_0+\frac{2B}{a^3}\right). \tag{3}
$$

Equation (2) gives $B/a^3=E_0-A$. Substitution in (3) yields

$$
A=e_m(3E_0-2A)
\quad\Longrightarrow\quad
A(1+2e_m)=3e_mE_0 ,
$$

and hence

$$
\frac{A}{E_0}=\frac{3e_m}{1+2e_m}. \tag{4}
$$

The trial potential meets every condition, so it is the solution. The field inside the void is uniform and has the value $A$. Returning to (2),

$$
\frac{B}{a^3}=E_0-A
=E_0\,\frac{1+2e_m-3e_m}{1+2e_m}
=-E_0\,\frac{e_m-1}{1+2e_m}. \tag{5}
$$

The negative sign means that the void acts as a dipole directed against the applied field: it is a place where polarization is missing. The charge on its surface strengthens the field inside. For $e_m=2.7$,

$$
\frac{A}{E_0}=\frac{3\times2.7}{1+2\times2.7}=\frac{8.1}{6.4}=1.266 .
$$

### The Maxwell-Garnett approximation

In a porous solid each void also feels the dipoles of the others. The Maxwell-Garnett approximation lets each void respond as a single sphere whose applied field is the average field in the solid, $E_0=E_m$. Then

$$
\frac{E_v}{E_m}=\frac{3e_m}{1+2e_m}. \tag{6}
$$

This is a mean-field assumption: it replaces the varying surroundings of a void by their average.

Write $s=1+2e_m$ and $\delta=e_m-1$. Divide the numerator and denominator of (1) by $E_m$, insert (6), and multiply both by $s$. The numerator becomes

$$
3fe_m+(1-f)e_ms=e_m[s+f(3-s)]=e_m(s-2f\delta),
$$

because $3-s=2-2e_m=-2\delta$. The denominator becomes

$$
3fe_m+(1-f)s=s+f(3e_m-s)=s+f\delta,
$$

because $3e_m-s=e_m-1=\delta$. Therefore

$$
e=e_m\,\frac{s-2f\delta}{s+f\delta}
=e_m\,\frac{1+2e_m-2f(e_m-1)}{1+2e_m+f(e_m-1)}. \tag{7}
$$

At $f=0$ this gives $e=e_m$. At $f=1$ the numerator is $e_m(s-2\delta)=3e_m$ and the denominator is $s+\delta=3e_m$, so $e=1$, as it must be when no solid is left.

### The required porosity

To solve for $f$, form two combinations from (7):

$$
e-e_m=e_m\frac{(s-2f\delta)-(s+f\delta)}{s+f\delta}
=-\frac{3e_mf\delta}{s+f\delta},
$$

$$
e+2e_m=e_m\frac{(s-2f\delta)+2(s+f\delta)}{s+f\delta}
=\frac{3e_ms}{s+f\delta}.
$$

Their common denominator cancels in the ratio:

$$
\frac{e_m-e}{e+2e_m}=f\,\frac{e_m-1}{1+2e_m}. \tag{8}
$$

The left side is $0.5/7.6=0.06579$, and the factor multiplying $f$ is $1.7/6.4=0.26562$. Thus

$$
f=\frac{0.06579}{0.26562}=0.248 .
$$

The required porosity is 24.8 percent, or about 25 percent. Conversely, a porosity of exactly 0.25 gives

$$
e=2.7\times\frac{6.4-2\times0.25\times1.7}{6.4+0.25\times1.7}
=2.7\times\frac{5.550}{6.825}=2.196,
$$

which rounds to the desired 2.2.

If the insulator fills all the space reached by the field, the capacitance is proportional to $e$. It then falls by the fraction $1-2.2/2.7=0.185$ of its original value. If part of the field passes through other insulating layers that are left unchanged, this proportionality no longer holds.

### A structure for which the formula is exact

Equation (7) can also be obtained without the mean-field assumption, for a particular structure. Surround a void of radius $a$ by a shell of solid with outer radius $b$, chosen so that $f=a^3/b^3$. Place this coated void in a uniform medium of permittivity $e$, and ask for which $e$ the field outside remains uniform, with some value $E'$.

The potential in the shell has the form used above, where $E_0$ is now the coefficient of its uniform part. The conditions at $r=a$ are unchanged, so (5) still gives $B$, and $B/b^3=-fE_0\delta/s$. At $r=b$, continuity of the potential and of the normal $D$ requires

$$
E'=E_0-\frac{B}{b^3}=E_0\left(1+\frac{f\delta}{s}\right),
$$

$$
eE'=e_m\left(E_0+\frac{2B}{b^3}\right)
=e_mE_0\left(1-\frac{2f\delta}{s}\right).
$$

Dividing the second equation by the first reproduces (7). Such a coated void can replace a sphere of the medium without changing the field outside it. The average $E$ inside is fixed by the potential on the outer surface, and the average $D$ by the normal $D$ there, so these averages are also unchanged. The replacement can be repeated with coated voids of many sizes, all with the same $f$, until they fill the space in the limit. The resulting composite has the permittivity (7), even though its porosity need not be small.

### A cubic array of equal voids

For equal voids on a simple cubic lattice, (6) is an approximation. The field equation was solved numerically for this case by a finite-volume method. By mirror symmetry one eighth of the periodic cell suffices, with fixed potentials on two opposite faces and no flux through the other four. This region was divided into 40 grid cells along each edge, and each grid cell was taken as wholly solid or wholly void.

| Porosity on the grid | $e$, field solution | $e$, equation (7) | $E_v/E_m$, field solution |
|---:|---:|---:|---:|
| 0.0998 | 2.489 | 2.491 | 1.280 |
| 0.2475 | 2.196 | 2.200 | 1.280 |

The permittivities differ by about 0.004 at most, and most of this difference is grid error: at the higher porosity it is 0.007, 0.004 and 0.003 with 20, 40 and 60 grid cells per edge, and the converged permittivity of the array is 2.200, only 0.0006 below (7). The third decimal of the grid values is therefore not reliable. The field ratio is about 1 percent above the value 1.266 from (6), at both porosities. An effect of the voids on each other would fade as the porosity falls, because the voids are then farther apart relative to their size. The excess does not fade, which points to the finite resolution of the grid as its main cause. Refinement confirms this: at the higher porosity the ratio is 1.292, 1.280 and 1.276 with 20, 40 and 60 grid cells per edge, and the converged values are 1.266 at the lower porosity and 1.268 at the higher. At the required porosity, the cubic array supports the mean-field result to the accuracy needed here.

## Comparison of the estimate and the solution

The estimate gave 0.294 and the Maxwell-Garnett solution 0.248. To find the reason, subtract $\langle E\rangle$ from $\langle D\rangle$. The void terms cancel, because a void has no polarization:

$$
\langle D\rangle-\langle E\rangle=(1-f)(e_m-1)E_m .
$$

Division by $\langle E\rangle$ gives

$$
e-1=(1-f)(e_m-1)\frac{E_m}{\langle E\rangle}. \tag{9}
$$

This relation is as general as (1). The first estimate is the case $E_m=\langle E\rangle$. For spherical voids the field is stronger in the voids and therefore weaker than average in the solid. At the required porosity,

$$
\frac{\langle E\rangle}{E_m}=1-f+f\frac{E_v}{E_m}
=1-0.2477+0.2477\times1.2656=1.066 .
$$

Equation (9) then reads

$$
e-1=\frac{(1-0.2477)\times1.7}{1.0658}=1.20,
$$

as required. The voids lower the permittivity in two ways: they remove polarizable matter, and they reduce the field acting on the matter that remains. The estimate includes the first effect and omits the second, so it asks for too much porosity.

The size of this error follows from (8). Dividing the Maxwell-Garnett porosity by the estimate gives

$$
\frac{f_{\rm MG}}{f_{\rm est}}=\frac{1+2e_m}{e+2e_m}
=\frac{6.4}{7.6}=0.84 .
$$

When $e_m$ is close to 1, so is $e$, and the ratio approaches 1: weakly polarizable matter hardly disturbs the field. For any $e$ between 1 and $e_m$, the ratio is at least $(1+2e_m)/(3e_m)$, which exceeds $2/3$. Within this model the simple estimate therefore has the right order of magnitude for every host.

### The effect of void shape

Two layered structures show how strongly the answer can depend on the shape of the voids and their orientation to the field. They are not isotropic, so $e$ now refers to one direction of the field.

If flat empty layers lie along the field, the tangential field is continuous and $E_v=E_m$. Then $E_m=\langle E\rangle$, and (9) becomes the scaling estimate. It is exact for this structure, and the required porosity is 0.294.

If the layers lie across the field, the normal $D$ is continuous, so $E_v=e_mE_m$. Equation (1) gives

$$
e=\frac{fe_m+(1-f)e_m}{fe_m+1-f}
\quad\Longrightarrow\quad
\frac1e=f+\frac{1-f}{e_m}.
$$

Subtracting $1/e_m$ from both sides and solving for $f$,

$$
f=\frac{1/e-1/e_m}{1-1/e_m}
=\frac{1/2.2-1/2.7}{1-1/2.7}=0.134 .
$$

The field ratio $E_v/E_m$ is 1 for layers along the field, 1.27 for spheres and 2.7 for layers across it. The required porosity falls in the same order, from 0.294 through 0.248 to 0.134. The result of about 25 percent was derived for spherical voids and should not be carried over to flat layers.

These layers combine the effect of shape with that of orientation. To see the effect of shape alone in an isotropic material, consider thin, flat, disc-shaped voids with random orientations. In the mean-field approximation, and in the limit of vanishing thickness, the field ratio of such a disc is $e_m$ for a field across it and 1 for a field in either direction along it. The average over orientations is then

$$
\frac{E_v}{E_m}=\frac{e_m+1+1}{3}=1.567 .
$$

Equation (1) can be rearranged as $f(e-1)E_v=(1-f)(e_m-e)E_m$, which now gives $f=0.210$. In this limit, changing the voids from spheres to randomly oriented discs lowers the required porosity from about 25 to about 21 percent. In the same approximation, flattened spheroids of finite thickness have a smaller effect. The value for discs is a limit of the mean-field model, not a prediction for a particular structure: very thin discs of equal size, placed and oriented at random, would overlap at this porosity.

The required porosity also depends on the other conditions of the problem. If the voids overlap or connect, (6) no longer follows; for any isotropic arrangement of void and solid the Hashin-Shtrikman bounds, quoted here without proof, confine the required porosity between 0.210 and 0.248, so the value for separate spheres is the upper end of the range. If making the voids changes the solid between them, $e_m$ in (8) must be the changed value. If water enters the voids, their permittivity is no longer 1, and the field ratio (4) no longer applies. If the voids are as large as the gap between the lines, the average over many voids loses its meaning, and the field must be computed for the actual geometry.
